# Stress-Free Oxidation of a Cylinder: Diffusion, Reaction and the Planar Limit: a program that tests the result

```python
"""Stress-free oxidation of a cylinder: radial diffusion matched to reaction.

Result under test: interface flux
    F = Cs / (1/k + a/(b h) + (a/D) |ln(b/a)|)
and the closed elapsed-time law that follows from it for a bare start.
a: interface radius, b: free oxide surface radius, a0: initial radius
(wire: b > a, hole: b < a), D: diffusivity, k: reaction coefficient,
h: surface transfer coefficient, Cs: equilibrium oxidant concentration,
N: oxidant molecules bound per oxide volume, ratio = Cs/N,
beta: oxide volume formed per core volume consumed, x = |b - a|.
A parameter set is the tuple (D, k, h).
"""
import numpy as np
from scipy.integrate import quad, solve_bvp, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import xlogy


def resistances(a, b, par):
    D, k, h = par
    return 1 / k, a / (b * h), a * abs(np.log(b / a)) / D


def flux(a, b, par):
    """Interface flux divided by Cs."""
    return 1 / sum(resistances(a, b, par))


def surface_radius(a, a0, beta):
    return np.sqrt(max(beta * a0**2 - (beta - 1) * a**2, 0.0))


def elapsed(a, a0, beta, par, ratio):
    """Closed time law, bare start, wire or hole."""
    D, k, h = par
    b = surface_radius(a, a0, beta)
    logs = xlogy(b**2, b / a0) / (beta - 1) + xlogy(a**2, a / a0)
    total = abs(a0 - a) / k + abs(b - a0) / ((beta - 1) * h) + logs / (2 * D)
    return beta / ratio * total


def planar_time(x, par, ratio):
    D, k, h = par
    return (x**2 + 2 * D * (1 / k + 1 / h) * x) / (2 * D * ratio)


def close(u, v, tol):
    return abs(u - v) <= tol * abs(v)


# Test parameters in which all three resistances matter
tpar = (1.0, 1 / 50, 1 / 20)
tbeta = 2.2


# Flux law against a numerical solution of the radial diffusion problem
def numerical_flux(a, b, par):
    D, k, h = par
    sign = 1.0 if b > a else -1.0
    # scaled coordinate s runs from the interface (0) to the surface (1)
    width = b - a

    def equation(s, y):
        r = a + width * s
        return np.vstack((width * y[1], -width * y[1] / r))

    def boundary(ya, yb):
        return np.array([sign * D * ya[1] - k * ya[0],
                         sign * D * yb[1] - h * (1 - yb[0])])

    s = np.linspace(0, 1, 41)
    guess = np.vstack((0.5 + 0.3 * s, np.full_like(s, 0.3 / width)))
    sol = solve_bvp(equation, boundary, s, guess, tol=1e-8, max_nodes=20000)
    assert sol.success
    return k * sol.y[0, 0]


wire_flux = numerical_flux(80.0, 130.0, tpar)
hole_flux = numerical_flux(80.0, 30.0, tpar)
flat_flux = 1 / (1 / tpar[1] + 1 / tpar[2] + 50.0 / tpar[0])
assert close(flux(80.0, 130.0, tpar), wire_flux, 1e-6)
assert close(flux(80.0, 30.0, tpar), hole_flux, 1e-6)
assert wire_flux > flat_flux > hole_flux


# Time law against integration of both boundary velocities
def integrate_boundaries(a_end, a0, beta, par):
    sign = 1.0 if a_end < a0 else -1.0

    def velocity(t, y):
        speed = flux(y[0], y[1], par) / beta
        return [-sign * speed, sign * (beta - 1) * y[0] / y[1] * speed]

    t_end = elapsed(a_end, a0, beta, par, 1.0)
    return solve_ivp(velocity, (0, t_end), [a0, a0], method="DOP853",
                     rtol=1e-10, atol=1e-10).y[:, -1]


for a_end in (40.0, 125.0):
    a_num, b_num = integrate_boundaries(a_end, 100.0, tbeta, tpar)
    assert close(a_num, a_end, 1e-6)
    assert close(b_num, surface_radius(a_end, 100.0, tbeta), 1e-6)


# End points: quadrature of the inverse speed
def wire_end_quadrature(a0, beta, par, ratio):
    f = lambda a: 1 / flux(a, surface_radius(a, a0, beta), par)
    return beta / ratio * quad(f, 0, a0, epsabs=0, epsrel=1e-9)[0]


def hole_end_quadrature(a0, beta, par, ratio):
    def f(b):
        a = np.sqrt((beta * a0**2 - b**2) / (beta - 1))
        return b / ((beta - 1) * a * flux(a, b, par))
    return beta / ratio * quad(f, 0, a0, epsabs=0, epsrel=1e-9)[0]


a_closed = 100.0 * np.sqrt(tbeta / (tbeta - 1))
assert close(elapsed(0.0, 100.0, tbeta, tpar, 1.0),
             wire_end_quadrature(100.0, tbeta, tpar, 1.0), 1e-6)
assert close(elapsed(a_closed, 100.0, tbeta, tpar, 1.0),
             hole_end_quadrature(100.0, tbeta, tpar, 1.0), 1e-6)

# Planar limit: deviation is small and halves when the radius doubles
for side in (-1, 1):
    deviation = []
    for a0 in (1e4, 2e4):
        a = a0 + side * 30.0
        x = abs(surface_radius(a, a0, tbeta) - a)
        deviation.append(elapsed(a, a0, tbeta, tpar, 1.0)
                         / planar_time(x, tpar, 1.0) - 1)
    assert abs(deviation[0]) < 0.01
    assert close(deviation[0] / deviation[1], 2.0, 0.03)


# Thickness rate from finite differences of the time law
def thickness_rate(a, a0, beta, par, step):
    thick = lambda q: abs(surface_radius(q, a0, beta) - q)
    dx = thick(a + step) - thick(a - step)
    dt = (elapsed(a + step, a0, beta, par, 1.0)
          - elapsed(a - step, a0, beta, par, 1.0))
    return dx / dt, thick(a)


for a in (60.0, 120.0):
    b = surface_radius(a, 100.0, tbeta)
    rate, x = thickness_rate(a, 100.0, tbeta, tpar, 1e-3)
    factor = (1 + (tbeta - 1) * a / b) / tbeta
    assert close(rate, flux(a, b, tpar) * factor, 1e-6)

# Diffusion control: first curvature correction changes sign at beta = 2
slopes = {}
for beta in (1.8, 2.2):
    a = 1 - 0.001 / beta
    rate, x = thickness_rate(a, 1.0, beta, (1.0, 1e12, 1e12), 1e-5)
    slopes[beta] = (rate * x - 1) / (x / a)
    assert close(slopes[beta], 1 / beta - 0.5, 0.05)
assert slopes[1.8] > 0 > slopes[2.2]

# Maximum of the diffusion resistance of a wire
peak = minimize_scalar(
    lambda a: -a * np.log(surface_radius(a, 1.0, tbeta) / a),
    bounds=(0.01, 0.99), method="bounded", options={"xatol": 1e-10}).x
b_peak = surface_radius(peak, 1.0, tbeta)
assert abs(np.log(b_peak / peak) - 1
           - (tbeta - 1) * (peak / b_peak)**2) < 1e-5


# Transient diffusion in the moving oxide of a wire.
# Material coordinate m = b^2 - r^2, oxide area M = b^2 - a^2 (over pi),
# mesh eta = m/M, time scaled by N/Cs, concentration by Cs.
def transient_time(ratio, a_start, a_end, a0, beta, par, cells=60):
    D, k, h = par
    eta = np.linspace(0, 1, cells + 1)
    middle = 0.5 * (eta[1:] + eta[:-1])
    d_eta = 1 / cells
    weight = np.full(cells + 1, d_eta)
    weight[[0, -1]] *= 0.5
    area_start = beta * (a0**2 - a_start**2)
    area_end = beta * (a0**2 - a_end**2)

    def right_side(t, y):
        c, area = y[:-1], y[-1]
        a2 = a0**2 - area / beta
        b2 = a2 + area
        growth = 2 * np.sqrt(a2) * k * c[-1]
        gain = np.empty(cells + 2)
        gain[0] = -2 * np.sqrt(b2) * h * (1 - c[0])
        gain[-1] = -growth
        gain[1:-1] = (4 * D * (b2 - middle * area) * np.diff(c)
                      / (d_eta * area)
                      + ratio * middle * growth * 0.5 * (c[1:] + c[:-1]))
        dc = (np.diff(gain) / (ratio * weight) - c * growth) / area
        return np.append(dc, growth)

    def finished(t, y):
        return y[-1] - area_end
    finished.terminal = True

    b_start = surface_radius(a_start, a0, beta)
    f = flux(a_start, b_start, par)
    r = np.sqrt(b_start**2 - eta * area_start)
    c_start = f / k + a_start * f / D * np.log(r / a_start)
    limit = 3 * elapsed(a_end, a0, beta, par, 1.0)
    sol = solve_ivp(right_side, (0, limit), np.append(c_start, area_start),
                    method="BDF", rtol=1e-7, atol=1e-9, events=finished)
    assert sol.status == 1
    return sol.t_events[0][0]


quasi = (elapsed(50.0, 100.0, tbeta, tpar, 1.0)
         - elapsed(95.0, 100.0, tbeta, tpar, 1.0))
excess = {e: transient_time(e, 95.0, 50.0, 100.0, tbeta, tpar) / quasi - 1
          for e in (0.02, 0.01)}
assert all(abs(excess[e]) < e for e in excess)
assert close(excess[0.02] / excess[0.01], 2.0, 0.1)

# Worked example: lengths in nm, times in h
a0, beta, ratio = 100.0, 2.2, 2e-6
par = (2.5e9, 5e7, 5e9)
D, k, h = par
A = 2 * D * (1 / k + 1 / h)
B = 2 * D * ratio
a_closed = a0 * np.sqrt(beta / (beta - 1))
t_wire = elapsed(0.0, a0, beta, par, ratio)
t_hole = elapsed(a_closed, a0, beta, par, ratio)

print(f"initial radius a0 = {a0:.0f} nm, volume ratio beta = {beta:.1f}")
print(f"D = {D:.2e} nm^2/h, k = {k:.1e} nm/h, h = {h:.1e} nm/h")
print(f"C*/N = {ratio:.1e}")
print(f"D/k = {D/k:.2f} nm, D/h = {D/h:.2f} nm")
print(f"planar A = {A:.1f} nm, planar B = {B:.0f} nm^2/h")
for t in (0.5, 1.0, 1.5):
    x_flat = (-A + np.sqrt(A**2 + 4 * B * t)) / 2
    assert close(planar_time(x_flat, par, ratio), t, 1e-9)
    print(f"t = {t:.1f} h, flat: consumed {x_flat/beta:.2f} nm, "
          f"oxide {x_flat:.2f} nm")
    for name, low, high in (("wire", 0.0, a0), ("hole", a0, a_closed)):
        a = brentq(lambda q: elapsed(q, a0, beta, par, ratio) - t,
                   low, high, xtol=1e-10)
        b = surface_radius(a, a0, beta)
        print(f"t = {t:.1f} h, {name}: a = {a:.2f} nm, b = {b:.2f} nm, "
              f"consumed {abs(a-a0):.2f} nm, oxide {abs(b-a):.2f} nm")
        if t == 1.0:
            parts = [D * p for p in resistances(a, b, par)]
            speed = ratio * flux(a, b, par) / beta
            factor = (1 + (beta - 1) * a / b) / beta
            print(f"  D x resistance (nm): reaction {parts[0]:.2f}, "
                  f"transfer {parts[1]:.3f}, diffusion {parts[2]:.2f}, "
                  f"sum {sum(parts):.2f}")
            print(f"  interface speed {speed:.2f} nm/h, thickness factor "
                  f"{factor:.4f}, dx/dt {speed*beta*factor:.2f} nm/h")

wire_speed = lambda q: ratio / beta * flux(q, surface_radius(q, a0, beta), par)
slow = minimize_scalar(wire_speed, bounds=(1.0, 99.0), method="bounded",
                       options={"xatol": 1e-8}).x
assert wire_speed(slow) < min(wire_speed(a0), wire_speed(1e-9))
print(f"wire speed at start: {wire_speed(a0):.2f} nm/h")
print(f"wire speed minimum: {wire_speed(slow):.2f} nm/h at a = {slow:.2f} nm")
print(f"wire speed as a -> 0: {wire_speed(1e-9):.2f} nm/h")
print(f"diffusion resistance alone peaks at a/a0 = {peak:.4f}")
print(f"wire fully converted: t = {t_wire:.3f} h, "
      f"final b = {np.sqrt(beta)*a0:.2f} nm")
print(f"flat surface, same consumed depth {a0:.0f} nm: "
      f"t = {planar_time(beta*a0, par, ratio):.3f} h")
print(f"hole closed: t = {t_hole:.3f} h, final a = {a_closed:.2f} nm")
print(f"flat surface, same consumed depth {a_closed-a0:.2f} nm: "
      f"t = {planar_time(beta*(a_closed-a0), par, ratio):.3f} h")
print("test case: D/k = 50 nm, D/h = 20 nm, a = 80 nm, x = 50 nm")
print(f"  flux relative to flat: wire {wire_flux/flat_flux:.4f}, "
      f"hole {hole_flux/flat_flux:.4f}")
for beta_test, slope in slopes.items():
    print(f"thickness-rate curvature slope, beta = {beta_test:.1f}: "
          f"{slope:.4f} (formula {1/beta_test-0.5:.4f})")
for e, value in excess.items():
    print(f"transient time excess at C*/N = {e:.2f}: {100*value:.3f} %")
print(f"excess scaled linearly to C*/N = {ratio:.0e}: "
      f"{excess[0.01]/0.01*ratio:.1e} (relative)")
print("no test failed")
```

Output:

```
initial radius a0 = 100 nm, volume ratio beta = 2.2
D = 2.50e+09 nm^2/h, k = 5.0e+07 nm/h, h = 5.0e+09 nm/h
C*/N = 2.0e-06
D/k = 50.00 nm, D/h = 0.50 nm
planar A = 101.0 nm, planar B = 10000 nm^2/h
t = 0.5 h, flat: consumed 16.54 nm, oxide 36.39 nm
t = 0.5 h, wire: a = 82.83 nm, b = 117.33 nm, consumed 17.17 nm, oxide 34.50 nm
t = 0.5 h, hole: a = 115.81 nm, b = 76.85 nm, consumed 15.81 nm, oxide 38.96 nm
t = 1.0 h, flat: consumed 27.97 nm, oxide 61.53 nm
t = 1.0 h, wire: a = 69.65 nm, b = 127.19 nm, consumed 30.35 nm, oxide 57.54 nm
  D x resistance (nm): reaction 50.00, transfer 0.274, diffusion 41.94, sum 92.22
  interface speed 24.65 nm/h, thickness factor 0.7533, dx/dt 40.84 nm/h
t = 1.0 h, hole: a = 125.15 nm, b = 56.61 nm, consumed 25.15 nm, oxide 68.54 nm
  D x resistance (nm): reaction 50.00, transfer 1.105, diffusion 99.28, sum 150.39
  interface speed 15.11 nm/h, thickness factor 1.6604, dx/dt 55.20 nm/h
t = 1.5 h, flat: consumed 37.26 nm, oxide 81.98 nm
t = 1.5 h, wire: a = 57.81 nm, b = 134.13 nm, consumed 42.19 nm, oxide 76.32 nm
t = 1.5 h, hole: a = 131.41 nm, b = 35.72 nm, consumed 31.41 nm, oxide 95.69 nm
wire speed at start: 45.00 nm/h
wire speed minimum: 22.46 nm/h at a = 45.45 nm
wire speed as a -> 0: 45.45 nm/h
diffusion resistance alone peaks at a/a0 = 0.4532
wire fully converted: t = 3.799 h, final b = 148.32 nm
flat surface, same consumed depth 100 nm: t = 7.062 h
hole closed: t = 2.020 h, final a = 135.40 nm
flat surface, same consumed depth 35.40 nm: t = 1.393 h
test case: D/k = 50 nm, D/h = 20 nm, a = 80 nm, x = 50 nm
  flux relative to flat: wire 1.1864, hole 0.6601
thickness-rate curvature slope, beta = 1.8: 0.0558 (formula 0.0556)
thickness-rate curvature slope, beta = 2.2: -0.0451 (formula -0.0455)
transient time excess at C*/N = 0.02: 0.679 %
transient time excess at C*/N = 0.01: 0.339 %
excess scaled linearly to C*/N = 2e-06: 6.8e-07 (relative)
no test failed
```
